\section*{Surviving Frenkel pairs in iron from a given damage energy}

\section{Problem}

A collision cascade in iron has a damage energy of 10 keV. The average threshold displacement energy is $E_d=40$ eV. The athermal recombination-corrected model, or arc-dpa model, has the fitted parameters $b=-0.568$ and $c=0.286$.

(a) How many displacements survive when the cascade has cooled?
(b) What energy must an iron recoil have to supply this damage energy?
(c) How sensitive is the answer to (a) to the parameters, and what can thermal migration change afterwards?

A surviving displacement means a Frenkel pair: one vacancy and one self-interstitial. The model gives a mean over many cascades, so the result need not be an integer.

\section{A tempting solution}

An iron atom moving through iron loses part of its energy to electrons, and this part displaces no atoms. The Lindhard--Robinson partition gives the remainder for a recoil of energy $E$:
\begin{equation}
T_d(E)=\frac{E}{1+k\,g(\epsilon)},\qquad
g=3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon,
\label{partition}
\end{equation}
where $\epsilon=E/E_L$. For iron in iron, $E_L=174.10$ keV and $k=0.1571$. Inserting $E=10$ keV gives $\epsilon=0.0574$, $g=2.217$ and
\[
T_d=\frac{10\ \mathrm{keV}}{1+0.1571\times2.217}=7.42\ \mathrm{keV}.
\]
The displacement number without recombination correction is then $0.8\times7420/(2\times40)=74.2$. Multiplication by the arc-dpa surviving fraction gives
\[
74.2\left[0.286+0.714\,(74.2)^{-0.568}\right]\simeq25.8 .
\]
The proposed answer is therefore about 26 pairs.

\section{Where it fails}

The arithmetic is sound, but the first step answers another question. Damage energy is defined as the energy left for atomic collisions after the electronic losses have been removed. The 10 keV in the problem is already $T_d$. Equation~\eqref{partition} takes a recoil energy $E$ as its input, and applying it to $T_d$ subtracts electronic losses twice. The second subtraction removes $10-7.42=2.58$ keV that is in fact available for displacements.

The value 25.8 is the model's count for a 10 keV \emph{recoil}. For a 10 keV \emph{damage energy}, the calculation must start from $T_d=10\,000$ eV.

\section{The count before recombination}

Consider first an ideal cascade of collisions between equal hard spheres. The energy passed to the struck atom is uniformly distributed between zero and the incoming energy $T$. Let $N_0(T)$ be the mean number of displaced atoms, including the first recoil. Below $E_d$ there is no displacement. Between $E_d$ and $2E_d$ the count is one, because the energy cannot leave two atoms both above threshold. No binding energy is subtracted in a collision.

For $T>2E_d$, a collision leaves atoms of energies $x$ and $T-x$. Averaging over $x$ gives
\begin{align}
N_0(T)&=\frac1T\int_0^T\left[N_0(x)+N_0(T-x)\right]dx\nonumber\\
&=\frac2T\int_0^T N_0(x)\,dx .
\end{align}
The two integrals are equal, as the substitution $x\to T-x$ shows. Multiply by $T$ and differentiate:
\[
N_0+T\frac{dN_0}{dT}=2N_0
\quad\Longrightarrow\quad
\frac{dN_0}{dT}=\frac{N_0}{T}.
\]
Hence $N_0=KT$. Just above $2E_d$, the integral equals $E_d$, since $N_0=1$ over an interval of that length. Thus $N_0=2E_d/(2E_d)=1$ there, which fixes $K=1/(2E_d)$:
\begin{equation}
N_0=\frac{T}{2E_d}.
\end{equation}
For our energy this is $10\,000/80=125$. A random simulation of the same energy-sharing rule gave a mean of 125.06.

Real atoms do not scatter as hard spheres. The Norgett--Robinson--Torrens (NRT) model includes an efficiency of 0.8, taken here as an input from binary-collision simulations. Its count is
\begin{equation}
r=\frac{0.8\,T_d}{2E_d}=\frac{T_d}{T_0},
\qquad T_0=\frac{2E_d}{0.8}=100\ \mathrm{eV}.
\end{equation}
Therefore $r=100$. The NRT count is set to one between $E_d$ and $T_0$, where the linear expression would fall below one.

\section{The surviving fraction}

Many displaced atoms return to vacant sites while the cascade is still cooling. This recombination is called athermal because it does not require later thermal migration through the surrounding crystal. The arc-dpa model represents the surviving fraction of the NRT count by a power law and a constant:
\begin{equation}
\xi(T_d)=A T_d^b+C,\qquad b<0,\quad T_d\ge T_0.
\label{form}
\end{equation}
This form is an assumption of the model. Two conditions determine $A$ and $C$.

At high energy, $T_d^b$ tends to zero and the fraction must approach the fitted plateau $c$. Hence $C=c$. A constant fraction makes the number of pairs proportional to damage energy, as expected when a large cascade divides into separate subcascades.

At $T_0$, the count must join the one-pair plateau. Since $r=1$ there, this requires $\xi(T_0)=1$:
\[
A T_0^b+c=1
\quad\Longrightarrow\quad
A=(1-c)T_0^{-b}.
\]
Substitution in \eqref{form} gives
\begin{equation}
\xi=c+(1-c)\left(\frac{T_d}{T_0}\right)^b
=c+(1-c)r^b,
\end{equation}
and the surviving number is
\begin{equation}
N=r\xi=c\,r+(1-c)r^{1+b}.
\label{survive}
\end{equation}

Now insert the numbers. With $\ln r=4.60517$,
\begin{align}
r^b&=\exp(-0.568\times4.60517)=0.0731,\nonumber\\
\xi&=0.286+0.714\times0.0731=0.338,\nonumber\\
N&=100\times0.338\simeq34 .
\end{align}
The answer to (a) is \textbf{about 34 surviving Frenkel pairs}. Before rounding, the model value is 33.82.

The plateau term supplies 28.60 pairs and the power-law term 5.22. The plateau thus accounts for about 85\% of the result, although the limit $N\simeq cr$ would still be too low by about 15\%. Recombination removes 66 of the 100 NRT pairs. The damage energy spent per survivor is about 296 eV. This exceeds $E_d$ because much of the energy ends as heat or makes pairs that recombine; it is not the formation energy of a Frenkel pair.

\section{How the count grows with energy}

Differentiate \eqref{survive}, using $dr/dT_d=1/T_0$:
\begin{equation}
\frac{dN}{dT_d}=\frac{c+(1-c)(1+b)r^b}{T_0}.
\label{marginal}
\end{equation}
At 10 keV this gives
\[
\frac{0.286+0.432\times0.0522}{100\ \mathrm{eV}}
=3.09\ \mathrm{pairs/keV}.
\]
The average yield is larger, $33.82/10=3.38$ pairs/keV, because the surviving fraction decreases with energy. Starting with one pair at $T_0$ and integrating \eqref{marginal} to 10 keV restores 33.82 pairs, as a numerical integration confirmed.

The slope also accounts for the size of the error in the tempting solution. Losing 2.58 keV should remove about $2.58\times3.09=8.0$ pairs, which agrees with $33.8-25.8$.

\section{The recoil that supplies 10 keV}

For part (b), equation \eqref{partition} is used in the proper direction: $T_d=10$ keV is known and $E$ is sought. Its constants follow from
\begin{align}
a&=\left(\frac{9\pi^2}{128}\right)^{1/3}
\frac{a_0}{\sqrt2\,Z^{1/3}},\qquad
E_L=\frac{2Z^2e^2}{4\pi\varepsilon_0a},\nonumber\\
k&=\frac{32}{3\pi}\sqrt{\frac{m_e}{M}}\;2^{3/4}Z^{2/3},
\end{align}
where $a_0$ is the Bohr radius, $e$ the elementary charge, $Z=26$, and $M$ the mass of an iron atom. Numerical solution of $T_d(E)=10$ keV gives
\begin{equation}
E\simeq13.7\ \mathrm{keV}.
\end{equation}
About 3.7 keV goes to electrons and 10 keV remains for collisions.

The function $g$ is a fit, so it should be compared with the equation it represents. Let $\nu(\epsilon)$ be the damage energy in units of $E_L$. In Lindhard's reduced path length $\rho$, the electronic loss over $d\rho$ is $k\sqrt\epsilon\,d\rho$. A collision that transfers a fraction $s$ of the energy replaces $\nu(\epsilon)$ by $\nu(\epsilon(1-s))+\nu(\epsilon s)$. The expected final damage energy must be the same before and after the short path. To first order in $d\rho$, this balance gives
\begin{align}
k\sqrt\epsilon\,\frac{d\nu}{d\epsilon}
=\int_0^1&\frac{f(\epsilon\sqrt s)}{2\epsilon s^{3/2}}
\bigl[\nu(\epsilon(1-s))\nonumber\\
&+\nu(\epsilon s)-\nu(\epsilon)\bigr]\,ds .
\end{align}
The Thomas--Fermi scattering function used is
\[
f(x)=1.309\,x^{1/3}
\left[1+(2.618\,x^{4/3})^{2/3}\right]^{-3/2},
\]
and $\nu/\epsilon\to1$ as $\epsilon\to0$. The numerical solution gives about 9.9 keV for the same recoil, within 1\% of the fitted value. The 9.91 keV in the output comes from a single grid and its last digit is not converged; the converged value is 9.92 keV. By the slope found above, this difference is worth less than 0.3 pair. The comparison tests the fit; it does not test the electronic stopping law or scattering function, which both calculations take from the same Lindhard theory with Thomas--Fermi screening.

\section{Sensitivity to the parameters}

For part (c), differentiate \eqref{survive} with $r$ fixed. Since $\partial r^{1+b}/\partial b=r^{1+b}\ln r$,
\begin{align}
\frac{\partial N}{\partial b}&=(1-c)r^{1+b}\ln r=24.0,\\
\frac{\partial N}{\partial c}&=r-r^{1+b}=92.7 .
\end{align}
Raising $b$ by 0.02 adds 0.50 pair, while raising $c$ by 0.01 adds 0.93 pair. These are chosen shifts, not error bars.

With $b$ and $c$ fixed, $N$ depends on energy only through $T_d/E_d$. The chain rule therefore gives
\begin{equation}
\frac{\partial N}{\partial E_d}
=-\frac{T_d}{E_d}\frac{\partial N}{\partial T_d}
=-0.77\ \mathrm{pair/eV}.
\end{equation}
The complete formula gives 37.2 pairs at $E_d=36$ eV and 31.0 at 44 eV. A new choice of $E_d$ would normally require a new fit of $b$ and $c$, so this range isolates one parameter and is not a full uncertainty estimate.

\section{After the cascade has cooled}

The arc-dpa count stops before long-term annealing. To see what may follow at 300 K, take rough migration energies of 0.30 eV for an interstitial and 0.65 eV for a vacancy, with an attempt frequency $\nu_0=10^{13}\ \mathrm{s^{-1}}$. The Arrhenius rate $\nu_0\exp(-E_m/k_BT)$ gives mean waiting times of 11 ns and 8.3 ms. In a rough cooling time of 10 ps, an interstitial in crystal already at 300 K makes about $9\times10^{-4}$ jumps. This estimate does not describe the hot cascade core, but it separates cooling from later migration in the surrounding crystal.

Because interstitials jump much sooner, treat the vacancies as fixed. For one vacancy with capture radius $R$, let $p(\rho)$ now be the probability that a three-dimensional walker at distance $\rho$ is eventually captured. In the diffusion limit, $p$ obeys Laplace's equation:
\[
\frac1{\rho^2}\frac{d}{d\rho}
\left(\rho^2\frac{dp}{d\rho}\right)=0
\quad\Longrightarrow\quad
p=\alpha+\frac{\beta}{\rho}.
\]
The conditions $p(\infty)=0$ and $p(R)=1$ give $p=R/\rho$. With illustrative values $R=0.5$ nm and starting distance $d=5$ nm, $p=0.10$; a random-walk simulation in the same diffusion limit gave 0.102. Actual jumps in iron are about 0.25 nm long, which is not small beside $R$, so the capture probabilities here are rough estimates.

A cascade leaves a group of vacancies. If 34 are placed at random in a ball of radius $L=3$ nm, the simulated capture probability for the first interstitial is 0.51. It must lie below $(L+R)/d=0.70$, the probability of reaching the sphere that encloses all capture regions.

Later interstitials meet fewer vacancies. If all start at 5 nm and move independently, their mean capture probability cannot exceed that for the full group, so the expected loss is at most about $0.51\times34\simeq17$ pairs in this geometry. This is an upper limit, not the loss itself, but it leaves room for a change larger than the parameter shifts above. Clustering, one-dimensional glide and elastic attraction are left out, so 17 is not a general bound for iron.

\section{Use for implanted iron}

An iron self-ion of about 13.7 keV lies in the regime of keV implantation, and $E_d=40$ eV is a usual average for iron. If the ion stops inside the crystal and no energy escapes through the surface, the model assigns it about 34 displacements at the end of cooling. The count treats the first moving atom as a displaced lattice atom, whereas an implanted ion is an added atom that leaves no vacancy, so interstitials then outnumber vacancies by one. In practice, ions of this energy that do not channel stop on average only about 5 nm deep, so the surface is normally close to the cascade. It can absorb defects and let energetic atoms escape, effects not sized here, and the bulk count is then only a reference value. Thermal migration breaks the assumption that the count stays fixed; the possible loss was bounded above for one simple geometry. The value 34 is thus a measure of primary damage in bulk iron, not a prediction of the defects found after room-temperature storage or annealing. The numerical output below gives the values at higher precision for tracing the arithmetic.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Threshold displacement energy Ed = 40.0 eV
Parameters b = -0.568, c = 0.286 (dimensionless)
Damage energy = 10000 eV = 10.0 keV
Joining energy T0 = 100.0 eV
Ideal cascade count = 125.00 pairs
Random branching mean = 125.06 pairs
NRT number r = 100.00 pairs
ln r = 4.60517 (dimensionless)
r**b = 0.07311 (dimensionless)
(1-c)*r**b = 0.05220 (dimensionless)
Surviving fraction xi = 0.33820 (dimensionless)
Plateau contribution = 28.60 pairs
Power-law contribution = 5.22 pairs
Surviving number N = 33.82 pairs
N from limiting conditions = 33.82 pairs
N from integrated marginal yield = 33.82 pairs
Pairs removed from NRT number = 66.18 pairs
Damage energy per survivor = 295.7 eV
Marginal yield = 3.086 pairs/keV
dN/db = 24.04 pairs
dN/dc = 92.69 pairs
dN/dEd = -0.771 pairs/eV
Change for b + 0.02 = 0.50 pairs
Change for c + 0.01 = 0.93 pairs
N at Ed = 36 eV: 37.24 pairs
N at Ed = 44 eV: 31.01 pairs
Iron Z = 26, relative atomic mass = 55.845
Lindhard energy E_L = 174.10 keV
Electronic-loss parameter k = 0.1571 (dimensionless)
Recoil energy needed = 13.72 keV
Integral-equation damage energy there = 9.91 keV
Damage energy of a 10 keV recoil = 7.42 keV
Survivors for a 10 keV recoil = 25.80 pairs
Temperature = 300 K; kT = 0.02585 eV
Rough migration energies: i 0.30, v 0.65 eV
Attempt frequency = 1.0e+13 1/s
Rough cooling time = 10 ps
Interstitial jump rate = 9.12e+07 1/s
Interstitial jumps while cooling = 9.12e-04
Mean interstitial waiting time = 11.0 ns
Mean vacancy waiting time = 8.3 ms
Capture geometry R, L, d = 0.5, 3.0, 5.0 nm
Single-vacancy capture: formula 0.100, simulation 0.102
Number of vacancies in group = 34
First-interstitial capture by group = 0.51
Enclosing-sphere capture bound = 0.70
\end{verbatim}
